\section*{Atomic dark states and optical pumping under any fixed light polarisation, part 1}

(Sections cited here and not found follow in the second part.)

Consider an atom whose degenerate lower level, of angular momentum $J$, is coupled by one laser frequency to an upper level $J'$ through an electric-dipole transition. For every fixed polarisation of the light, linear, circular or elliptical, the lower level contains exactly two independent states that do not absorb when $J'=J-1$, and exactly one when $J'=J$ is an integer $\ge 1$. If the upper level decays only to the lower one, all population ends in these dark states and the fluorescence stops. For $J'=J-1$ an initially unpolarised atom emits on average $J-\tfrac12$ photons before it goes dark, whatever the polarisation, intensity and detuning. In both cases, $J'=J-1$ and integer $J'=J$, the polarisation decides which superpositions are dark and leaves their number unchanged. For half-integer $J'=J$ there is no dark state except under circular light, which leaves one, and for $J'=J+1$ there is none. The statements hold with a total angular momentum $F$ in place of $J$. They assume the rotating-wave approximation, an atom at rest, no static field, and a polarisation constant in time.

\section{The belief and its appeal}

The belief is that dark states are an accident of a special polarisation. Under $\pi$ light on $J\to J-1$ the sublevels $m=\pm J$ have no partner in the upper level. Under $\pi$ light on integer $J\to J$ the Clebsch--Gordan coefficient of $m=0$ vanishes. Under $\sigma^+$ light on $J\to J$ or $J\to J-1$ the highest sublevels have nowhere to go. In each case the dark states are sublevels $|m\rangle$ that a selection rule leaves out. Light that contains $\sigma^+$, $\pi$ and $\sigma^-$ together gives every sublevel an allowed transition, and a rate equation for the populations of the $|m\rangle$ then predicts steady fluorescence.

Each of these observations is correct, and for half-integer $J\to J$ the conclusion is even true as long as the light is not circular. Circular light whose axis is tilted from the quantisation axis also contains all three components, and it still leaves one dark state. The flaw is the restriction to basis states. The sublevels are degenerate and all polarisation components have one frequency and fixed relative phases, so the amplitudes by which different $|m\rangle$ reach the same upper state add coherently and can cancel. A rate equation for populations discards the coherences that carry this cancellation. The right question is whether a linear map from the lower level to the upper level has a kernel.

\section{The coupling operator}

Write the field at the atom as $\mathbf E(t)=\tfrac12E_0(\boldsymbol\epsilon\,e^{-i\omega t}+\text{c.c.})$ with $\boldsymbol\epsilon^*\!\cdot\boldsymbol\epsilon=1$. Several beams of the same frequency add at one point to a field of this same form. The cycle-averaged intensity of a travelling wave is $I=\varepsilon_0cE_0^2/2$. With $d_{\pm1}=\mp(d_x\pm id_y)/\sqrt2$ and $d_0=d_z$, the Wigner--Eckart theorem gives
\begin{equation}
\langle J'm'|d_q|Jm\rangle=\mathcal D\,\langle Jm;1q|J'm'\rangle\equiv\mathcal D\,(C_q)_{m'm},
\end{equation}
which defines the real constant $\mathcal D$ and three matrices $C_q$ that map the lower level into the upper one and change $m$ by $q$. Inverting the definition of $d_{\pm1}$, the lower-to-upper parts of the Cartesian components are
\begin{equation}
\frac{d_x}{\mathcal D}=\frac{C_{-1}-C_{+1}}{\sqrt2},\qquad
\frac{d_y}{\mathcal D}=\frac{i(C_{-1}+C_{+1})}{\sqrt2},\qquad
\frac{d_z}{\mathcal D}=C_0 .
\label{cart}
\end{equation}
In $-\mathbf d\cdot\mathbf E$ the rotating-wave approximation keeps the lower-to-upper part of $\mathbf d$ with $e^{-i\omega t}$ and the Hermitian conjugate term. In the frame rotating at $\omega$,
\begin{equation}
H=-\hbar\Delta P_e-\frac{\hbar\Omega}{2}\,(V+V^\dagger),\qquad
V(\boldsymbol\epsilon)=\frac{\boldsymbol\epsilon\cdot\mathbf d}{\mathcal D},\qquad
\Omega=\frac{\mathcal DE_0}{\hbar},
\label{H}
\end{equation}
where $P_e$ projects on the upper level and $\Delta=\omega-\omega_0$. A dark state is a lower-level vector $|d\rangle$ with $V|d\rangle=0$, and the dark space is $\mathcal K=\ker V$. The counter-rotating part dropped here drives the lower level upwards through $V(\boldsymbol\epsilon^*)$. For linear light this has the same kernel as $V(\boldsymbol\epsilon)$. For elliptical or circular light a nonzero kernel changes, so there the darkness of the whole space $\mathcal K$ is a result within the rotating-wave approximation.

For $J'=J-1$ one half of the result is immediate. $V$ maps a space of dimension $2J+1$ into one of dimension $2J-1$, so its rank is at most $2J-1$ and $\dim\mathcal K\ge2$ for any $\boldsymbol\epsilon$. The exact count, and the case $J'=J$ where dimensions alone say nothing, need the zeros of the coefficients.

\subsection*{The squared coefficients}

Let $w_q(m)=|\langle Jm;1q|J',m+q\rangle|^2$. In the product of the spin $J$ with a spin-1 operator $\mathbf L$, the multiplet $J'$ has one state of projection $m+q$, so $w_q(m)$ is the diagonal element of the projector $P_{J'}$ in the state $|m,q\rangle$. The operator $\Lambda=\mathbf J\cdot\mathbf L=\tfrac12[J'(J'+1)-J(J+1)-2]$ takes the values $J$, $-1$, $-(J+1)$ on $J'=J+1$, $J$, $J-1$. Each projector is the quadratic in $\Lambda$ that vanishes on two of these values and equals one on the third:
\begin{align}
P_{J-1}&=\frac{\Lambda^2+(1-J)\Lambda-J}{J(2J+1)},\qquad
P_{J}=\frac{J(J+1)-\Lambda-\Lambda^2}{J(J+1)},\nonumber\\
P_{J+1}&=\frac{\Lambda^2+(J+2)\Lambda+J+1}{(J+1)(2J+1)} .
\end{align}
From $\Lambda=J_zL_z+\tfrac12(J_+L_-+J_-L_+)$ the mean value is $\langle\Lambda\rangle=mq$, and $\langle\Lambda^2\rangle$ is the squared norm of $\Lambda|m,q\rangle$, whose three terms are orthogonal. The squared ladder factors are $J(J+1)-m(m\pm1)$ for $J_\pm$ and $2-q(q\pm1)$ for $L_\pm$. For $q=0$ both $L_\pm$ factors equal 2, and for $q=1$ only $L_-$ acts, with factor 2:
\begin{align}
q=0:&\quad\langle\Lambda^2\rangle=\tfrac14\cdot2\,[2J(J+1)-2m^2]=J(J+1)-m^2,\\
q=1:&\quad\langle\Lambda^2\rangle=m^2+\tfrac12[J(J+1)-m^2-m].
\end{align}
For $q=0$ the three numerators are $J^2-m^2$, $m^2$ and $(J+1)^2-m^2$. For $q=1$ they are $\tfrac12[(J-m)^2-(J-m)]$, $\tfrac12[J(J+1)-m(m+1)]$ and $\tfrac12[(J+m)^2+3(J+m)+2]$. Hence
\begin{align}
J'=J-1:&\quad w_0=\frac{J^2-m^2}{J(2J+1)},&&w_{+1}=\frac{(J-m)(J-m-1)}{2J(2J+1)},\label{wm}\\
J'=J:&\quad w_0=\frac{m^2}{J(J+1)},&&w_{+1}=\frac{(J-m)(J+m+1)}{2J(J+1)},\label{w0}\\
J'=J+1:&\quad w_0=\frac{(J+1)^2-m^2}{(J+1)(2J+1)},&&w_{+1}=\frac{(J+m+1)(J+m+2)}{2(J+1)(2J+1)}.\label{wp}
\end{align}
A rotation by $\pi$ about $x$ leaves $\Lambda$ unchanged and reverses $m$ and $q$, so $w_{-1}(m)=w_{+1}(-m)$. The components of $\mathbf d$ about any other axis obey the same theorem, so the weights are the same about every quantisation axis.

Two sum rules follow. Normalisation of $|J'm'\rangle$ in the product basis gives $\sum_qC_qC_q^\dagger=P_e$. The operator $\sum_qC_q^\dagger C_q$ is diagonal with entries $\sum_qw_q(m)$, and for $J'=J-1$
\begin{equation}
\sum_qw_q(m)=\frac{2(J^2-m^2)+(J-m)^2+(J+m)^2-2J}{2J(2J+1)}=\frac{4J^2-2J}{2J(2J+1)}=\frac{2J-1}{2J+1}.
\label{sum}
\end{equation}

\section{Counting the dark states for every polarisation}

\subsection*{Reduction to an ellipse}

Write $\boldsymbol\epsilon\cdot\boldsymbol\epsilon=|\boldsymbol\epsilon\cdot\boldsymbol\epsilon|e^{2i\varphi}$ and $\boldsymbol\epsilon\,e^{-i\varphi}=\mathbf a+i\mathbf b$ with real $\mathbf a,\mathbf b$. Then $a^2-b^2+2i\,\mathbf a\cdot\mathbf b$ is real and non-negative, so $\mathbf a\perp\mathbf b$ and $a\ge b$, while normalisation gives $a^2+b^2=1$. Therefore
\begin{equation}
\boldsymbol\epsilon=e^{i\varphi}(\cos\chi\,\mathbf u+i\sin\chi\,\mathbf v),\qquad0\le\chi\le\frac\pi4,\qquad \boldsymbol\epsilon\cdot\boldsymbol\epsilon=e^{2i\varphi}\cos2\chi,
\end{equation}
with orthogonal real unit vectors $\mathbf u,\mathbf v$. The phase $\varphi$ multiplies $V$ and does not affect its kernel, and it is set to zero. Taking $x,y,z$ along $\mathbf u,\mathbf v,\mathbf n=\mathbf u\times\mathbf v$ in Eq.~(\ref{cart}),
\begin{equation}
V=\cos\chi\,\frac{C_{-1}-C_{+1}}{\sqrt2}-\sin\chi\,\frac{C_{-1}+C_{+1}}{\sqrt2}
=\frac{(\cos\chi-\sin\chi)\,C_{-1}-(\cos\chi+\sin\chi)\,C_{+1}}{\sqrt2}.
\label{Vell}
\end{equation}
A mixture of $\sigma^+$, $\pi$ and $\sigma^-$ about the laboratory axis is thus a mixture of $\sigma^+$ and $\sigma^-$ alone about $\mathbf n$, and one real number $\chi$ labels all polarisations up to a rotation in space and an overall phase.

\subsection*{From elliptical to linear light}

Let $S_g$ and $S_e$ be the operator $\exp(\eta J_n)$, with real $\eta$, in the lower and upper levels. They are Hermitian, positive and invertible, and act as a rotation about $\mathbf n$ through an imaginary angle. A matrix element of $C_q$ from $m$ to $m+q$ acquires the factor $e^{\eta(m+q)}e^{-\eta m}$, so
\begin{equation}
S_eC_qS_g^{-1}=e^{q\eta}C_q .
\label{conj}
\end{equation}
For $\chi<\pi/4$ choose $\tanh\eta=\tan\chi$, that is $e^{2\eta}=(\cos\chi+\sin\chi)/(\cos\chi-\sin\chi)$. Since $\cos2\chi=(\cos\chi+\sin\chi)(\cos\chi-\sin\chi)$, one has $\sqrt{\cos2\chi}\,e^{\pm\eta}=\cos\chi\pm\sin\chi$. Applying Eq.~(\ref{conj}) to $V(\mathbf u)=(C_{-1}-C_{+1})/\sqrt2$ and comparing with Eq.~(\ref{Vell}) gives
\begin{equation}
V(\boldsymbol\epsilon)=\sqrt{\cos2\chi}\;S_e\,V(\mathbf u)\,S_g^{-1}.
\label{main}
\end{equation}
The prefactor is nonzero and $S_e$ is invertible, so $V(\boldsymbol\epsilon)|d\rangle=0$ exactly when $S_g^{-1}|d\rangle\in\ker V(\mathbf u)$. Every non-circular polarisation has as many dark states as linear polarisation, and $\mathcal K=S_g\ker V(\mathbf u)$.

About the axis $\mathbf u$, linear light is pure $\pi$ light. It sends each $|m\rangle_u$ to its own upper state, so its kernel is spanned by the $|m\rangle_u$ with $w_0(m)=0$. These are $m=\pm J$ for $J'=J-1$, two states; $m=0$ for $J'=J$, which exists only for integer $J$; and none for $J'=J+1$.

At $\chi=\pi/4$ the parameter $\eta$ diverges, but then $V=-C_{+1}$ and the kernel is read from the zeros of $w_{+1}$ about $\mathbf n$. They are $m=J$ and $J-1$ for $J'=J-1$, $m=J$ for $J'=J$ of either kind, and none for $J'=J+1$. This completes the count stated at the start.

The case $J'=J$ has a compact form. Both $\mathbf d$ and $\mathbf J$ are then vector operators between multiplets of the same $J$, so they are proportional once $|Jm\rangle$ of the two levels are identified. Comparing $\sum_qC_qC_q^\dagger=1$ with $\mathbf J^2=J(J+1)$ fixes $V=\boldsymbol\epsilon\cdot\mathbf J/\sqrt{J(J+1)}$, with the positive sign in the Condon--Shortley convention. Equation~(\ref{main}) becomes a similarity transformation, $\boldsymbol\epsilon\cdot\mathbf J$ has eigenvalues $m\sqrt{\boldsymbol\epsilon\cdot\boldsymbol\epsilon}$, and
\begin{equation}
\det(\boldsymbol\epsilon\cdot\mathbf J)=(\boldsymbol\epsilon\cdot\boldsymbol\epsilon)^{(2J+1)/2}\prod_{m=-J}^{J}m .
\end{equation}
For integer $J$ the product contains $m=0$ and no choice of $\boldsymbol\epsilon$ can make the determinant nonzero. For half-integer $J$ it vanishes only where $\boldsymbol\epsilon\cdot\boldsymbol\epsilon=0$, which is circular light.

\subsection*{The two dark states of $J\to J-1$}

About an axis $\mathbf b$ with right-handed transverse vectors $\mathbf e_1,\mathbf e_2$, light without a $\sigma^-$ part has the form $\boldsymbol\epsilon=\alpha\mathbf b+\beta(\mathbf e_1+i\mathbf e_2)$, because by Eq.~(\ref{cart}) $d_1+id_2=-\sqrt2\,\mathcal D\,C_{+1}$. Since $\mathbf b\times(\mathbf e_1+i\mathbf e_2)=-i(\mathbf e_1+i\mathbf e_2)$, and no other transverse vector has this eigenvalue, the condition is
\begin{equation}
\mathbf b\times\boldsymbol\epsilon=-i\,[\boldsymbol\epsilon-(\mathbf b\cdot\boldsymbol\epsilon)\,\mathbf b].
\end{equation}
Its $\mathbf n$ component reads $i\sin\chi\,b_u-\cos\chi\,b_v=i(\cos\chi\,b_u+i\sin\chi\,b_v)\,b_n$. The real part gives $b_v(\cos\chi-\sin\chi\,b_n)=0$, hence $b_v=0$ for $\chi<\pi/4$. The imaginary part gives $b_u(\sin\chi-\cos\chi\,b_n)=0$. The root $b_u=0$ would need, from the $\mathbf u$ component, $b_n\sin\chi=\cos\chi$, which is impossible for $\chi<\pi/4$. The only candidates are
\begin{equation}
\mathbf n_\pm=\pm\sin\theta\,\mathbf u+\cos\theta\,\mathbf n,\qquad\cos\theta=\tan\chi .
\label{npm}
\end{equation}
They do satisfy the condition. With $\mathbf e_1=\cos\theta\,\mathbf u\mp\sin\theta\,\mathbf n$ and $\mathbf e_2=\mathbf v$, the transverse components are $\boldsymbol\epsilon\cdot\mathbf e_1=\cos\chi\cos\theta=\sin\chi$ and $\boldsymbol\epsilon\cdot\mathbf e_2=i\sin\chi$.

The stretched state $|J\rangle_{\mathbf b}$ has $w_0(J)=w_{+1}(J)=0$ by Eq.~(\ref{wm}) and couples only through $\sigma^-$. So $|J\rangle_{\mathbf n_+}$ and $|J\rangle_{\mathbf n_-}$ are dark, and being independent they span $\mathcal K$. A stretched state is a product of $2J$ identical spin-$\tfrac12$ states. Two spin-$\tfrac12$ states along axes at an angle $2\theta$ overlap by $\cos\theta$, so
\begin{equation}
\bigl|\,{}_{\mathbf n_+}\!\langle J|J\rangle_{\mathbf n_-}\bigr|=\cos^{2J}\theta=\tan^{2J}\chi,
\label{overlap}
\end{equation}
and expanding the product of $\cos\frac\theta2|{\uparrow}\rangle\pm\sin\frac\theta2|{\downarrow}\rangle$ in symmetric states gives the amplitudes on $|m\rangle_n$,
\begin{equation}
\binom{2J}{J-m}^{1/2}\cos^{J+m}\!\tfrac\theta2\;\bigl(\pm\sin\tfrac\theta2\bigr)^{J-m}.
\label{amp}
\end{equation}
For linear light $\theta=\pi/2$ and the states are the orthogonal pair $|\pm J\rangle_u$. As $\chi\to\pi/4$, $\theta\to0$ and the two vectors merge. Their sum tends to $2|J\rangle_n$ and their difference, of first order in $\theta$, points along $|J-1\rangle_n$, so the space they span tends to the two-dimensional kernel of circular light.

For every fixed polarisation the lower level has exactly two dark states when $J'=J-1$ and exactly one when $J'=J$ is an integer $\ge1$. It remains to show that all population reaches them, to count the photons emitted on the way for $J'=J-1$, and to find what removes the darkness.
